# Vapour saturation of a rising carrier-gas bubble: two derivations

## First half: diffusion modes and the 99 percent time

### What dimensions fix

A bubble of carrier gas enters a volatile liquid without any vapour in it. Vapour evaporates from the bubble wall and spreads inwards. Let the bubble be a sphere of radius $R$, let the gas inside be still, and let $D$ be the diffusivity of the vapour in the gas. The gas touching the liquid holds the saturated concentration $c_s$, and $t$ is the time since the bubble was dry.

The measure of progress is the saturation
$$S(t)=\frac{\bar c(t)}{c_s},$$
where $\bar c$ is the concentration averaged over the bubble's volume. When the vapour is dilute, diffusion is linear in concentration, so doubling $c_s$ doubles $c$ everywhere and leaves $S$ unchanged. Thus $S$ can depend on $R$, $D$ and $t$ alone. Since $D$ has the dimension of length squared over time, these three quantities form one independent dimensionless group:
$$S=f(T),\qquad T=\frac{Dt}{R^2}.$$

The time to reach 99 percent saturation must therefore be
$$t_{99}=T_{99}\,\frac{R^2}{D},$$
with $T_{99}$ a pure number. At fixed diffusivity, a bubble of twice the radius needs four times as long. This scaling rests on still gas and on a surface that saturates at once. A finite rate of evaporation adds a second group, and internal flow adds a third. In those cases $T_{99}$ becomes a function instead of a number.

Dimensions do not give the shape of $f$. An exponential is suggested by a balance for the whole bubble, so it is useful to see first what that balance needs.

### The balance for the whole bubble

Let $j$ be the number of moles of vapour that enter through unit area of wall in unit time. Conservation of vapour gives
$$\frac{4\pi R^3}{3}\frac{d\bar c}{dt}=4\pi R^2 j,
\qquad\text{so}\qquad
\frac{d\bar c}{dt}=\frac{3j}{R}.$$
Define a transfer coefficient $k$ by $j=k(c_s-\bar c)$. Dividing by $c_s$ gives
$$\frac{dS}{dt}=\frac{3k}{R}(1-S).$$
If $k$ is constant and $S(0)=0$, separation of variables gives
$$-\ln(1-S)=\frac{3kt}{R},\qquad S=1-e^{-3kt/R}.$$

The balance itself is sound, since it merely counts vapour. The exponential comes from the added assumption that $k$ is constant. In still gas this assumption fails at first: the initial concentration jump at the wall is infinitely steep, so the flux and $k$ are both very large. Whether $k$ settles to a constant, and to which one, has to come from the diffusion equation.

### The diffusion problem

Besides a spherical bubble with a saturated surface, the model makes five assumptions. The radius is fixed. The liquid is pure, so that vapour has no resistance to cross on the liquid side. Temperature is uniform. The vapour is dilute, so that its evaporation neither swells the bubble nor drives a noticeable wind. The gas does not move relative to the bubble.

It is convenient to follow the deficit
$$\theta=1-\frac{c}{c_s},$$
which starts at 1 and decays to 0. With $x=r/R$, where $r$ is the distance from the centre, the spherically symmetric diffusion equation is
$$\frac{\partial\theta}{\partial T}
=\frac{\partial^2\theta}{\partial x^2}
+\frac{2}{x}\frac{\partial\theta}{\partial x}.$$
The conditions are $\theta=1$ for $x<1$ at $T=0$, and $\theta=0$ at $x=1$ for $T>0$.

Set $w=x\theta$. Then
$$w_x=\theta+x\theta_x,\qquad
w_{xx}=2\theta_x+x\theta_{xx}
=x\left(\theta_{xx}+\frac{2}{x}\theta_x\right),$$
where subscripts denote derivatives. Since $w_T=x\theta_T$, the equation becomes
$$w_T=w_{xx}.$$
The deficit is finite at the centre, so $w(0,T)=0$. At the wall $w(1,T)=0$, and initially $w(x,0)=x$. The sphere has become a rod with both ends held at zero.

### Solution by modes

Try a product $X(x)g(T)$. Substitution and division by $Xg$ give
$$\frac{g'}{g}=\frac{X''}{X}=-\lambda.$$
The two ratios depend on different variables, so both equal a constant. Multiplying $X''=-\lambda X$ by $X$ and integrating by parts, with zero end values, gives $\int_0^1 X'^2dx=\lambda\int_0^1X^2dx$. Hence $\lambda$ is positive. The condition at $x=0$ selects $X=\sin(\sqrt\lambda\,x)$, and the condition at $x=1$ requires $\sqrt\lambda=n\pi$ with $n=1,2,3,\dots$. Therefore
$$w(x,T)=\sum_{n=1}^{\infty}b_n\sin(n\pi x)\,e^{-n^2\pi^2T}.$$

Different sines are orthogonal on $0<x<1$, and the square of each has integral $1/2$. Projection of the initial condition thus gives
$$b_n=2\int_0^1x\sin(n\pi x)\,dx.$$
Integration by parts yields
$$b_n=2\left[-\frac{x\cos n\pi x}{n\pi}\right]_0^1
+\frac{2}{n\pi}\int_0^1\cos(n\pi x)\,dx
=\frac{2(-1)^{n+1}}{n\pi},$$
because the last integral vanishes.

The volume average of a radial function in the unit sphere is $3\int_0^1x^2(\cdots)dx$. Since $x^2\theta=xw$,
$$1-S=3\int_0^1xw\,dx
=3\sum_n b_n e^{-n^2\pi^2T}\int_0^1x\sin(n\pi x)\,dx.$$
The remaining integral is $b_n/2$, so each term carries $3b_n^2/2=6/(n^2\pi^2)$. The result is
$$\boxed{\,1-S=\frac{6}{\pi^2}\sum_{n=1}^{\infty}\frac{e^{-n^2\pi^2T}}{n^2}\,}.$$
At $T=0$ the sum is $\sum1/n^2=\pi^2/6$, which returns $S=0$ as required.

### The exponential and its prefactor

The mode $n=2$ decays four times as fast as $n=1$, and higher modes decay faster still. At late times
$$1-S\simeq\frac{6}{\pi^2}e^{-t/\tau},\qquad
\tau=\frac{R^2}{\pi^2D}.$$
The prefactor $6/\pi^2=0.608$ is less than 1 because the other modes, which held the rest of the initial deficit, have already died away. Physically, the outer layers fill quickly, while the last vapour has to reach the centre.

A single exponential that started from $S=0$ would miss this early filling. At $T=0.01$ the full series gives $S=0.309$. The one-term formula gives $1-0.608e^{-0.0987}=0.449$, which is far too large. At $T=0.1$ the values are 0.770 and 0.773, so the slowest mode already describes the mean well.

For 99 percent saturation, set the one-term deficit to $1/100$:
$$\frac{6}{\pi^2}e^{-t_{99}/\tau}=\frac1{100}
\quad\Longrightarrow\quad
\boxed{\,t_{99}=\tau\ln\frac{600}{\pi^2}
=0.416\,\frac{R^2}{D}\,}.$$
The neglected terms can be sized from the same equation. At this time $e^{-\pi^2T}=\pi^2/600$, so the second term divided by the first is
$$\frac14e^{-3\pi^2T}
=\frac14\left(\frac{\pi^2}{600}\right)^3
=1.1\times10^{-6}.$$
Later terms are smaller again. The one-term time is therefore accurate far beyond the accuracy of any measured $D$ or $R$.

The late exponential also settles the transfer coefficient. Comparing its rate $1/\tau$ with $3k/R$ gives
$$k=\frac{R}{3\tau}=\frac{\pi^2D}{3R}.$$
So the balance for the whole bubble has the right form at late times, with this $k$. It still needs the prefactor that records the faster start.

### A bound when the gas circulates

Liquid sliding past a clean bubble drags the gas inside into circulation. A useful bound survives for any such flow. Keep the sphere fixed, and let the velocity $\mathbf u$ relative to the bubble be incompressible, $\nabla\cdot\mathbf u=0$. The flow may vary in time. The deficit obeys
$$\frac{\partial\theta}{\partial t}+\mathbf u\cdot\nabla\theta=D\nabla^2\theta .$$
Multiply by $\theta$ and integrate over the bubble. The flow term is
$$\int\theta\,\mathbf u\cdot\nabla\theta\,dV
=\int\nabla\cdot\left(\tfrac12\theta^2\mathbf u\right)dV=0,$$
since $\theta$ vanishes on the wall. Integrating the diffusion term by parts leaves
$$\frac{d}{dt}\int\theta^2dV=-2D\int|\nabla\theta|^2dV.$$

A lower limit on the right-hand integral is needed. Let $\phi=\sin(\pi r/R)/r$. This is positive inside the sphere, zero on the wall, and satisfies $\nabla^2\phi=-(\pi^2/R^2)\phi$. Write $\theta=\phi g$. Expanding the gradient and collecting a divergence gives
$$|\nabla\theta|^2=\phi^2|\nabla g|^2
+\nabla\cdot(g^2\phi\nabla\phi)-g^2\phi\nabla^2\phi .$$
The divergence integrates to zero: on approach to the wall $g^2\phi=\theta^2/\phi$ vanishes, because $\theta$ and $\phi$ both fall in proportion to the distance from it. The first term is not negative. Hence
$$\int|\nabla\theta|^2dV\ge\frac{\pi^2}{R^2}\int\theta^2dV .$$

The mean of $\theta^2$ starts at 1 and thus stays below $e^{-2t/\tau}$. By the Cauchy–Schwarz inequality, the square of a mean does not exceed the mean of the square, so
$$1-S\le e^{-t/\tau},\qquad
t_{99}\le\tau\ln100=0.467\,\frac{R^2}{D}.$$
Whatever the flow does, it cannot push the time above this limit. The limit lies 12 percent above the still-gas value, so this argument alone does not show that every flow speeds up saturation.

### A bubble in a precursor vessel

Tetraethoxysilane (TEOS) is a liquid source for silicon dioxide films, and nitrogen can carry its vapour to the reactor. Take rough values near room temperature and a total pressure of 760 Torr: $D=0.06\ \mathrm{cm^2/s}$, $R=0.2$ cm, and a rise speed $U=20$ cm/s through 10 cm of liquid. Then
$$\frac{R^2}{D}=\frac{0.04}{0.06}\ \mathrm s=0.667\ \mathrm s,
\qquad
\tau=\frac{0.667\ \mathrm s}{\pi^2}=0.068\ \mathrm s,$$
$$t_{99}=0.416\times0.667\ \mathrm s=0.28\ \mathrm s .$$
The bound for circulating gas is 0.31 s.

The bubble rises $Ut_{99}=5.5$ cm while it reaches 99 percent. It spends $10/20=0.50$ s in the liquid, so it has time to spare. On leaving, $T=0.50/0.667=0.75$, and the still-gas deficit is $0.608e^{-0.75\pi^2}$, or 0.04 percent.

With the same residence time, the largest radius that reaches 99 percent is
$$R_{\max}=\sqrt{\frac{D\,(0.50\ \mathrm s)}{0.416}}=0.27\ \mathrm{cm}.$$
The margin in radius, 34 percent, is thus smaller than the margin in time, 80 percent, because time grows as the square of radius. This comparison holds the rise speed fixed, although in a real liquid it depends on bubble size.

## Second half: transform derivation, comparison and limits

### Symbols and results carried over

The bubble has radius $R$, vapour diffusivity $D$ and scaled time $T=Dt/R^2$. The scaled distance from its centre is $x=r/R$. The deficit $\theta=1-c/c_s$ starts at 1, and its volume mean is $1-S$. The function $w=x\theta$ obeys $w_T=w_{xx}$, with $w(0,T)=0$ and $w(x,0)=x$. For still gas and an immediately saturated wall, modes gave
$$1-S=\frac6{\pi^2}\sum_{n\ge1}\frac{e^{-n^2\pi^2T}}{n^2},
\qquad t_{99}=0.416\frac{R^2}{D},$$
and a late time constant $\tau=R^2/(\pi^2D)$. The example has $R=0.2$ cm, $D=0.06\ \mathrm{cm^2/s}$, rise speed $U=20$ cm/s, $\tau=0.068$ s and $t_{99}=0.28$ s.

### Solution by Laplace transform

The second derivation replaces time by a transform variable and never expands the initial state in modes. Let
$$W(x,p)=\int_0^\infty e^{-pT}w(x,T)\,dT,\qquad q=\sqrt p .$$
Integration by parts turns $w_T$ into $pW-w(x,0)$, so
$$W''-q^2W=-x .$$
A particular solution is $x/p$. The solution that vanishes at the centre is
$$W=\frac{x}{p}-C\sinh qx .$$

This time allow a resistance at the wall, because it costs little extra work. Let vapour cross the surface at the rate $k_s(c_s-c)$, with $c$ taken just inside. Equating this to the diffusive flux into the gas gives
$$-\theta_x=B\theta\quad\text{at }x=1,\qquad B=\frac{k_sR}{D}.$$
A saturated wall is the limit $B\to\infty$. Since $\theta=w/x$, at the wall $\theta_x=w_x-w$. The condition is therefore $W'+(B-1)W=0$, or
$$\frac1p-Cq\cosh q+(B-1)\left(\frac1p-C\sinh q\right)=0,$$
$$C=\frac{B}{p\,[q\cosh q+(B-1)\sinh q]} .$$

Let $M(p)$ be the transform of the mean deficit, $M=3\int_0^1xW\,dx$. Using
$$\int_0^1x\sinh qx\,dx=\frac{q\cosh q-\sinh q}{q^2}$$
and the abbreviation $G=q\coth q-1$, we obtain
$$\boxed{\,M(p)=\frac1p-\frac{3B\,G}{p^2(G+B)}\,}.$$
For a saturated wall this becomes
$$M=\frac1p-\frac{3G}{p^2}
=\frac1p-\frac{3\coth q}{pq}+\frac3{p^2}.$$

### Recovery of the series

The expression is even in $q$, so it is a single-valued function of $p$. Near $q=0$, division of the Taylor series of $\cosh q$ and $\sinh q$ gives
$$G=\frac p3-\frac{p^2}{45}+\cdots .$$
For the saturated wall, $M$ therefore tends to $3/45=1/15$ at $p=0$, and there is no pole. Poles arise where $\sinh q=0$ with $q\ne0$, that is, at $q_n=in\pi$ and $p_n=-n^2\pi^2$. Close to one of them
$$\sinh q\simeq\cosh q_n\,(q-q_n),\qquad
q-q_n\simeq\frac{p-p_n}{2q_n}.$$
The residue of $M$ is then
$$-\frac{3}{p_nq_n}\,2q_n=-\frac6{p_n}=\frac{6}{n^2\pi^2}.$$

The inversion contour may be closed to the left by arcs $|q|=(N+\tfrac12)\pi$, with $N\ge1$, provided $\coth q$ is bounded on them. Write $q=a+ib$. Then
$$|\coth q|^2=\frac{\sinh^2a+\cos^2b}{\sinh^2a+\sin^2b}.$$
For $|a|\ge1$ this is at most $1+1/\sinh^21$. For $|a|<1$, $|b|$ lies within $1/|q|<0.22$ of $(N+\tfrac12)\pi$, so $\sin^2b$ stays near 1. Thus $M$ falls as $1/|p|$ on the arcs, and by Jordan's lemma their contribution vanishes for $T>0$. Summing residues times $e^{p_nT}$ gives the same series as before, and hence the same $\tau$ and $t_{99}$.

### What the transform adds

For large $p$, use $\coth q=1+2\sum_{m\ge1}e^{-2mq}$. The terms without exponentials are $1/p-3/p^{3/2}+3/p^2$. The transform of $T^{-1/2}$ is $\sqrt{\pi/p}$, and division by $p$ integrates over time, so $p^{-3/2}$ comes from $2\sqrt{T/\pi}$. Therefore
$$S\simeq6\sqrt{\frac T\pi}-3T$$
at short times. The first term is diffusion into a flat layer. The second is the leading effect of curvature. The omitted terms carry $e^{-2q}$ and describe vapour that has crossed the bubble. At $T=0.1$ the formula and the series both give 0.7705.

The value $M(0)=1/15$ is the integral of the mean deficit over scaled time. It will give the lag of a bubble whose saturation is continually disturbed.

### Comparison of the two derivations

Both derivations assume the same physics: dilute vapour, fixed radius, still gas and constant $D$. Their agreement therefore says nothing about whether a real bubble meets these conditions. They differ in their mathematical demands.

The mode method assumes that the initial state can be expanded in the sines. In return, each term has a clear meaning: a concentration pattern with its own decay rate. A different initial distribution changes the coefficients and leaves the rates alone.

The transform method needs no completeness or orthogonality of the modes. It needs coefficients that do not depend on time, and control of $M(p)$ far from the origin. It gives early times directly, whereas the series then needs many terms. It also treats surface resistance without a new set of normalization integrals.

The earlier energy argument asks for less than either. It admits any incompressible flow, even one that changes in time, but delivers an upper bound instead of a value.

### Slow evaporation and the simple exponential

With finite $B$, the decay rates follow from $G+B=0$. Setting $q=i\xi$ gives
$$\xi\cot\xi=1-B,$$
with rate $\xi^2D/R^2$. On $0<\xi<\pi$, the left side falls steadily from 1 to $-\infty$, since its derivative is $(\sin\xi\cos\xi-\xi)/\sin^2\xi<0$. There is one root there, and it gives the slowest decay.

If $B\ll1$, the important values of $p$ are of order $B$, and $G\simeq p/3$. Then
$$M\simeq\frac1p-\frac{3B}{p(p+3B)}=\frac1{p+3B},
\qquad S\simeq1-e^{-3BT}=1-e^{-3k_st/R}.$$
This is the simple exponential that starts from zero. It holds when diffusion evens out the gas much faster than vapour crosses the wall, and then $t_{99}=(R/3k_s)\ln100$.

If $B\gg1$, put $\xi=\pi-\delta$. For small $\delta$, $\xi\cot\xi\simeq-\pi/\delta$, so $\delta\simeq\pi/B$ and
$$\xi^2\simeq\pi^2\left(1-\frac2B\right).$$
The time constant is longer by the fraction $2/B$.

For the TEOS example, kinetic theory gives the coefficient $k_s=\alpha\sqrt{R_gT_a/(2\pi M_w)}$. Here $R_g$ is the gas constant, $T_a=298$ K the temperature and $M_w=208$ g/mol the molar mass. The square root is the volume of gas that strikes unit area per unit time, and $\alpha$ is the fraction of striking molecules that condense. With an assumed $\alpha=0.1$, $k_s=435$ cm/s and
$$B=\frac{435\times0.2}{0.06}\simeq1450 .$$
Surface kinetics lengthen $\tau$ by 0.14 percent. This bubble is controlled by diffusion, so the simple exponential with coefficient $k_s$ does not describe it.

### Circulation and shape

The largest departures in the example come from motion and shape. To size circulation, take a Hill vortex inside the sphere. Let $z$ be measured along the rise direction from the centre, and $\rho$ from the axis. The velocity is
$$u_z=A\left(1-\frac{2\rho^2+z^2}{R^2}\right),\qquad
u_\rho=\frac{A\rho z}{R^2}.$$
It has zero divergence and no component through the wall. Its largest surface speed is $A$. Ideal flow past a clean sphere has largest surface speed $1.5U$, so $A=30$ cm/s and the Péclet number is $AR/D=30\times0.2/0.06=100$.

A numerical Galerkin solution, with polynomials that vanish on the wall, gives $t_{99}=0.11$ s. The late decay rate rises from $9.9D/R^2$ to $26D/R^2$. At the fixed rise speed, the depth needed falls from 5.5 cm to about 2.2 cm. Impurities on the surface can hinder circulation, so the still-gas time is the more cautious choice of these two.

A bubble of this size is also expected to flatten. The Weber number $2\rho_lU^2R/\sigma$ compares the inertia of the liquid with its surface tension $\sigma$. With liquid density $\rho_l=0.93\ \mathrm{g/cm^3}$ and a rough $\sigma=22$ dyn/cm it is about 7, whereas a nearly spherical bubble needs a value well below 1. For a spheroid twice as wide as it is high, with the same volume and still gas, the same numerical method gives $t_{99}=0.22$ s. The 2:1 ratio is an assumption made to size the effect.

### Pressure, heat and vapour fraction

As the bubble rises, the pressure on it falls and its gas expands. For liquid density $\rho_l=0.93\ \mathrm{g/cm^3}$, gravitational acceleration $g$ and total pressure $P=760$ Torr, the relative rate of expansion is
$$s=\frac{\rho_lgU}{P}=0.018\ \mathrm{s^{-1}}.$$
Expansion dilutes the vapour, so the equation for $\partial c/\partial t$ gains a term $-sc$. Near saturation $c\simeq c_s$, and since $\theta=1-c/c_s$, this adds a source $s$ to the equation for $\theta$. The steady solution is $\theta=s(R^2-r^2)/(6D)$, whose volume mean is
$$\frac{sR^2}{15D}=\frac{0.018\times0.667}{15}=0.08\ \text{percent}.$$
The number 15 is the one found from $M(0)$. This lag exceeds the 0.04 percent left by the original filling after 0.50 s. More time in the liquid cannot remove it while the bubble keeps rising.

Evaporation also cools the wall. Treat the liquid as deep, flat and still, with heat conductivity $\kappa=0.13$ W/(m K) and specific heat $c_l=1.8$ J/(g K). Its surface temperature drop is
$$\Delta(t)=\frac{1}{e\sqrt\pi}\int_0^t
\frac{Lj(t')}{\sqrt{t-t'}}\,dt',\qquad e=\sqrt{\kappa\rho_lc_l},$$
where $L=50$ kJ/mol is the heat of evaporation and $j$ the vapour flux. This follows from the transform of the heat equation: the surface drop is the transformed heat flux divided by $e$ and the square root of the transform variable.

At first $j=c_s\sqrt{D/(\pi t)}$. The integral of $1/\sqrt{t'(t-t')}$ from 0 to $t$ is $\pi$, so the initial drop is constant:
$$\Delta=\frac{Lc_s\sqrt D}{e}.$$
For a vapour pressure of 2 Torr, this is 0.028 K. Numerical integration with the full still-gas flux gives 0.009 K at $t_{99}$. Vapour pressure changes by the fraction $L/(R_gT_a^2)$, or 6.8 percent per kelvin. The corresponding losses are 0.19 and 0.06 percent. The late value belongs to liquid that stays at the wall and keeps the memory of the early cooling, so it overstates the effect for a rising bubble. A clean bubble renews the liquid at its wall in about $t_c=2R/U=0.02$ s. For a flux that is constant over that time the integral gives $\Delta\simeq2Lj\sqrt{t_c/\pi}/e$. With the late flux $j=2(c_sD/R)e^{-\pi^2T}$ this is of order $10^{-4}$ K at $t_{99}$, a loss of about 0.001 percent.

The saturated vapour fraction is $2/760=0.26$ percent. Swelling by vapour and the wind it drives are corrections of this relative order. If the gas enters at a slightly different temperature, so that its density and diffusivity hardly change, the temperature difference obeys nearly the same equation with thermal diffusivity in place of $D$. For a rough $0.2\ \mathrm{cm^2/s}$, 99 percent of the temperature difference is gone in 0.08 s, sooner than the vapour saturates.

### Relation to a real vessel

The inputs are rough values for TEOS in nitrogen near room temperature, not data for a particular vessel. A real vessel produces a range of bubble sizes, and bubbles may merge. This breaks the assumption of one fixed radius, to which the result is sensitive. At the same $D$ and $U$, a radius of 0.3 cm raises the still-gas $t_{99}$ to $0.277\times(3/2)^2=0.62$ s. Such a bubble leaves 10 cm of liquid with a deficit of about 2.3 percent. Circulation could offset much of this, while wobbling, time spent forming at the inlet and speed changes with size are outside the model. A heated vessel has a higher vapour pressure, and one at low total pressure has a larger vapour fraction for the same vapour pressure. In either case the dilute approximation must be examined again.

For a first design with nearly spherical bubbles, dilute vapour and fast surface kinetics, the liquid depth should exceed
$$h_{99}=0.416\,\frac{UR^2}{D},$$
with $R$ taken as the largest bubble radius expected and $U$ as its rise speed. With the liquid and gas values used here, such bubbles need little depth: at $U=20$ cm/s, a Weber number of 1 corresponds to $R=0.03$ cm, for which $h_{99}$ is only about 0.12 cm. The example bubble is too large and fast to stay nearly spherical, so for it this depth is only an estimate. The pressure and cooling deficits are added separately. They matter little for a 99 percent target here. For a target of 99.9 percent, the pressure lag of the example bubble with still gas, 0.08 percent, uses most of the allowed 0.1 percent and raises the time from 0.43 s to about 0.54 s. The lag falls to about 0.04 percent with the Hill vortex, and, since it scales as $UR^2$, to about 0.002 percent for $R=0.03$ cm at the same speed. Cooling matters at this level only if the liquid at the wall is not renewed.

Numbers in the example were calculated in double precision.
